\section*{Linewidth and interbranch heat transport by two classical vibrational modes}

\section*{Problem}

A disordered solid is described by a periodic cell of volume $V$ with harmonic forces. Two of its real vibrational modes have angular frequencies $\omega_1<\omega_2$, with
\begin{equation}
\Delta=\omega_2-\omega_1>0,\qquad \bar\omega=\tfrac12(\omega_1+\omega_2).
\end{equation}
Weak anharmonic coupling to the remaining degrees of freedom damps the two modes and keeps them in classical equilibrium at temperature $T$; the direct contribution of this coupling to the heat flux is neglected. The amplitude of mode $s$ decays as $e^{-\Gamma_s t/2}$, and $\bar\Gamma=\frac12(\Gamma_1+\Gamma_2)$.

\begin{enumerate}
\item Derive the heat flux carried jointly by the two modes and identify their velocity coupling $v$.
\item Find the interbranch thermal conductivity.
\item With frequencies, velocity coupling and occupations fixed, find the linewidth that makes the resonant part of this conductivity greatest. Find also how broad the maximum is.
\item Evaluate the result for frequencies $\omega_s/2\pi$ of 3.0 and 3.4 THz, $v=500$ m/s, $V=1\ \mathrm{nm^3}$, $T=300$ K and $\Gamma_1:\Gamma_2=3:5$.
\item Determine how the answer changes with the form of damping, the line shape, quantum occupations and the presence of many modes.
\end{enumerate}

\section*{Solution}

\subsection*{1. Heat flux and velocity coupling}

Let $u_i$ be the mass-weighted displacements, $p_i=\dot u_i$ the corresponding momenta, and $D_{ij}=D_{ji}$ the force matrix. The index $i$ labels an atom and a Cartesian direction, and $R_i$ is the atom's coordinate along the direction of heat flow. Assign to each index the energy
\begin{equation}
E_i=\tfrac12p_i^2+\tfrac12\sum_j u_iD_{ij}u_j .
\end{equation}
Since $\dot p_i=-\sum_jD_{ij}u_j$,
\begin{align}
\dot E_i&=-\sum_jD_{ij}p_iu_j+\tfrac12\sum_jD_{ij}(p_iu_j+u_ip_j)\nonumber\\
&=\tfrac12\sum_jD_{ij}(u_ip_j-p_iu_j).
\end{align}
Each term is the power passed from $j$ to $i$, over the distance $R_i-R_j$. Multiplying by this distance and counting each pair once gives the volume-integrated flux
\begin{align}
J&=\tfrac14\sum_{ij}(R_i-R_j)D_{ij}(u_ip_j-p_iu_j)\nonumber\\
&=\tfrac12\sum_{ij}(R_i-R_j)D_{ij}u_ip_j .
\end{align}
The second line follows by exchanging the labels $i,j$ in the second product. In the periodic cell $R_i-R_j$ is the nearest-image separation, with forces assumed shorter ranged than half the cell.

The matrix $K_{ij}=\frac12(R_i-R_j)D_{ij}$ is antisymmetric. Expand $u_i=\sum_s e_i^{(s)}Q_s$ and $p_i=\sum_s e_i^{(s)}P_s$ in real orthonormal modes. The diagonal elements of $K$ vanish, and the two off-diagonal ones are $S$ and $-S$, where $S=\sum_{ij}e_i^{(1)}K_{ij}e_j^{(2)}$. Hence
\begin{equation}
J=S(Q_1P_2-Q_2P_1). \label{flux}
\end{equation}
Neither mode carries heat alone; the flux needs both.

To separate slow from fast motion, define
\begin{equation}
a_s=\frac{\omega_sQ_s+iP_s}{\sqrt{2\omega_s}},\quad
Q_s=\frac{a_s+a_s^*}{\sqrt{2\omega_s}},\quad
P_s=-i\sqrt{\frac{\omega_s}{2}}\,(a_s-a_s^*).
\end{equation}
Without damping $a_s\propto e^{-i\omega_st}$, and the mode energy is $\omega_s|a_s|^2$. Substitution gives
\begin{align}
Q_1P_2&=-\frac i2\sqrt{\frac{\omega_2}{\omega_1}}\,(a_1+a_1^*)(a_2-a_2^*),\\
Q_2P_1&=-\frac i2\sqrt{\frac{\omega_1}{\omega_2}}\,(a_2+a_2^*)(a_1-a_1^*).
\end{align}
In the difference, the products $a_1^*a_2$ and $a_1a_2^*$ acquire the sum of the two square roots, $2\bar\omega/\sqrt{\omega_1\omega_2}$. The products $a_1a_2$ and $a_1^*a_2^*$ acquire their difference, $\Delta/\sqrt{\omega_1\omega_2}$. With
\begin{equation}
v=\frac{S}{\sqrt{\omega_1\omega_2}},
\end{equation}
the flux becomes
\begin{equation}
J=-i\bar\omega v(a_1^*a_2-a_1a_2^*)-\frac{i\Delta v}{2}(a_1a_2-a_1^*a_2^*). \label{split}
\end{equation}
The first part oscillates at $\Delta$ and has the form of an energy times a velocity, which identifies $v$ as the velocity coupling. The second oscillates at $2\bar\omega$ and is smaller in amplitude by $\Delta/2\bar\omega$.

\subsection*{2. Interbranch conductivity}

Classical equipartition assigns the energy $k_BT$ to each mode, so $\langle|a_s|^2\rangle=k_BT/\omega_s$. The damping is taken to act equally on $Q_s$ and $P_s$, with independent noise that maintains this occupation. Then, for $t\ge0$,
\begin{equation}
\langle a_s(t)a_s^*(0)\rangle=\frac{k_BT}{\omega_s}e^{-i\omega_st-\Gamma_st/2},
\qquad \langle a_s(t)a_s(0)\rangle=0. \label{amp}
\end{equation}
The Fourier transform of this correlation is a Lorentzian proportional to $[(\omega-\omega_s)^2+\Gamma_s^2/4]^{-1}$. It falls to half its peak at $\omega_s\pm\Gamma_s/2$, so $\Gamma_s$ is the full linewidth at half maximum. The energy lifetime is $1/\Gamma_s$.

For the slow part of the flux, write $X=a_1^*a_2-a_1a_2^*$. The modes are independent, so each average factors into one average per mode. The surviving terms are
\begin{align}
\langle X(t)X(0)\rangle
={}&-\langle a_1^*(t)a_1(0)\rangle\langle a_2(t)a_2^*(0)\rangle\nonumber\\
&-\langle a_1(t)a_1^*(0)\rangle\langle a_2^*(t)a_2(0)\rangle\nonumber\\
={}&-\frac{2(k_BT)^2}{\omega_1\omega_2}e^{-\bar\Gamma t}\cos\Delta t .
\end{align}
The exponent is $\Gamma_1/2+\Gamma_2/2=\bar\Gamma$: two half widths add to one mean full width. The factor $(-i\bar\omega v)^2=-\bar\omega^2v^2$ removes the minus sign. The fast part follows in the same way, with $\bar\omega$ replaced by $\Delta/2$ in the prefactor and $\Delta$ by $2\bar\omega$ in the cosine. Cross terms contain $\langle a_sa_s\rangle$ and vanish. Thus
\begin{equation}
\langle J(t)J(0)\rangle=\frac{2v^2(k_BT)^2}{\omega_1\omega_2}e^{-\bar\Gamma t}
\left[\bar\omega^2\cos\Delta t+\frac{\Delta^2}{4}\cos2\bar\omega t\right].
\end{equation}

The conductivity is defined here by the classical Green--Kubo formula,
\begin{equation}
\kappa=\frac{1}{Vk_BT^2}\int_0^\infty\langle J(t)J(0)\rangle\,dt .
\end{equation}
The integral needed is
\begin{equation}
\int_0^\infty e^{-\bar\Gamma t}\cos\Delta t\,dt
=\mathrm{Re}\,\frac{1}{\bar\Gamma-i\Delta}
=\frac{\bar\Gamma}{\Delta^2+\bar\Gamma^2}.
\end{equation}
The slow and fast contributions are therefore
\begin{align}
\kappa_{\rm res}&=\frac{2k_Bv^2}{V}\frac{\bar\omega^2}{\omega_1\omega_2}
\frac{\bar\Gamma}{\Delta^2+\bar\Gamma^2},\label{res}\\
\kappa_{\rm fast}&=\frac{k_Bv^2}{V}\frac{\Delta^2}{2\omega_1\omega_2}
\frac{\bar\Gamma}{4\bar\omega^2+\bar\Gamma^2}.\label{fast}
\end{align}
Temperature has cancelled. In this classical model, at fixed cell volume, it can affect $\kappa$ only through the linewidths, frequencies or coupling.

\subsection*{3. The optimal linewidth}

With the stated quantities fixed, \eqref{res} depends on the widths through
\begin{equation}
\frac{\bar\Gamma}{\Delta^2+\bar\Gamma^2}=\frac{1}{\bar\Gamma+\Delta^2/\bar\Gamma}.
\end{equation}
The denominator on the right obeys
\begin{equation}
\bar\Gamma+\frac{\Delta^2}{\bar\Gamma}
=2\Delta+\frac{(\bar\Gamma-\Delta)^2}{\bar\Gamma}\ge2\Delta ,
\end{equation}
with equality only at $\bar\Gamma=\Delta$. The resonant interbranch conductivity is therefore greatest when
\begin{equation}
\boxed{\bar\Gamma=\tfrac12(\Gamma_1+\Gamma_2)=\omega_2-\omega_1},\qquad
\kappa_{\max}=\frac{k_Bv^2}{V\Delta}\frac{\bar\omega^2}{\omega_1\omega_2}. \label{max}
\end{equation}
In terms of half widths, their sum must equal the spacing.

With $x=\bar\Gamma/\Delta$,
\begin{equation}
\frac{\kappa_{\rm res}}{\kappa_{\max}}=\frac{2x}{1+x^2}.
\end{equation}
This is unchanged by $x\to1/x$. Setting it to one half gives $x^2-4x+1=0$, so the half-maximum points are $x=2\pm\sqrt3$. Their ratio is about 14, so the maximum is broad.

The two limits show what competes. For $\bar\Gamma\ll\Delta$, $\kappa_{\rm res}\propto\bar\Gamma/\Delta^2$: the flux correlation changes sign many times before it decays, and its positive and negative parts nearly cancel. For $\bar\Gamma\gg\Delta$, $\kappa_{\rm res}\propto1/\bar\Gamma$: there is little cancellation, but the correlation is short-lived. At the optimum the first sign change occurs at $t=\pi/2\Delta$, when the envelope has fallen to $e^{-\pi/2}\approx0.21$.

The condition concerns a change of linewidth at fixed spacing. If instead the spacing is varied at fixed $\bar\Gamma$, $\bar\omega$ and $v$, use $\omega_1\omega_2=\bar\omega^2-\Delta^2/4$ in \eqref{res}. The resonant part is then inversely proportional to $(4\bar\omega^2-\Delta^2)(\Delta^2+\bar\Gamma^2)$, whose derivative with respect to $\Delta^2$ is $4\bar\omega^2-2\Delta^2-\bar\Gamma^2$. While this is positive, a smaller spacing gives a larger resonant part, and no maximum occurs at $\Delta=\bar\Gamma$.

\subsection*{4. Numerical example}

The spacing is $\Delta/2\pi=0.40$ THz, or $\Delta=2.513\times10^{12}\ \mathrm{s^{-1}}$. The optimum is $\bar\Gamma/2\pi=0.40$ THz, with individual widths of 0.30 and 0.50 THz. The time $1/\bar\Gamma$ is 0.398 ps. The frequency factor is
\begin{equation}
\frac{\bar\omega^2}{\omega_1\omega_2}=\frac{3.2^2}{3.0\times3.4}=1.004 .
\end{equation}
Equation \eqref{max} then gives
\begin{align}
\kappa_{\max}&=\frac{(1.381\times10^{-23}\ \mathrm{J/K})(500\ \mathrm{m/s})^2}
{(10^{-27}\ \mathrm{m^3})(2.513\times10^{12}\ \mathrm{s^{-1}})}\times1.004\nonumber\\
&=1.38\ \mathrm{mW/(m\,K)} .
\end{align}
At fixed frequencies, coupling and width ratio, the dependence on mean width is as follows.

\begin{center}
\begin{tabular}{ccc}
$\bar\Gamma/2\pi$ (THz) & $\kappa$ (mW/(m K)) & $\kappa/\kappa_{\max}$\\
0.10 & 0.649 & 0.47\\
0.20 & 1.103 & 0.80\\
0.40 & 1.379 & 1.00\\
0.80 & 1.103 & 0.80\\
1.60 & 0.649 & 0.47
\end{tabular}
\end{center}

These conductivities were obtained from the damped equations for $Q_1,P_1,Q_2,P_2$ by solving a linear matrix equation for the time-integrated correlation, without using \eqref{res}. They include the fast part. The complete set of values is in the numerical output.

\subsection*{5. What changes the answer}

\paragraph{The fast part.} At $\bar\Gamma=\Delta$ it is $3\times10^{-5}$ of the slow part. It still grows with $\bar\Gamma$ there, since $\bar\Gamma<2\bar\omega$, and so moves the maximum of the total upwards, to $\bar\Gamma/\Delta=1.00003$. The boxed condition is exact for \eqref{res}, not for the sum.

\paragraph{Friction on the momentum alone.} Suppose the damping force is $-\Gamma_sP_s$. The oscillation frequency becomes $\sqrt{\omega_s^2-\Gamma_s^2/4}\approx\omega_s-\Gamma_s^2/8\omega_s$. Let $\Gamma_s=r_s\bar\Gamma$. Keeping this shift as the leading correction, the spacing is
\begin{equation}
\Delta'=\Delta-c\bar\Gamma^2,\qquad
c=\frac18\left(\frac{r_2^2}{\omega_2}-\frac{r_1^2}{\omega_1}\right).
\end{equation}
To first order in $c$, the quantity to minimize is $\bar\Gamma+\Delta^2/\bar\Gamma-2c\Delta\bar\Gamma$. Setting its derivative to zero gives $1-\Delta^2/\bar\Gamma^2-2c\Delta=0$, hence $\bar\Gamma/\Delta\approx1+c\Delta$. For $r_1=0.75$ and $r_2=1.25$ this is
\begin{equation}
1+\frac{0.4}{8}\left(\frac{1.25^2}{3.4}-\frac{0.75^2}{3.0}\right)=1.014,
\end{equation}
in agreement with the optimum of 1.014 computed from the full friction dynamics. For equal widths the estimate and the computed value are both 0.998. The correction is small here because $\bar\Gamma/\bar\omega=0.125$; the treatment is not meant for overdamped modes.

\paragraph{Gaussian lines.} Let both lines be Gaussian with standard deviation $\sigma$, so that each amplitude correlation decays as $e^{-\sigma^2t^2/2}$. Their product decays as $e^{-\sigma^2t^2}$, and
\begin{equation}
\int_0^\infty e^{-\sigma^2t^2}\cos\Delta t\,dt
=\frac{\sqrt\pi}{2\sigma}e^{-\Delta^2/4\sigma^2}.
\end{equation}
The logarithmic derivative, $-1/\sigma+\Delta^2/2\sigma^3$, vanishes at $\sigma=\Delta/\sqrt2$. The full width is $2\sqrt{2\ln2}\,\sigma$, so the optimum is $2\sqrt{\ln2}\,\Delta=1.67\Delta$, or 0.67 THz here. Equality of width and spacing is thus a property of Lorentzian lines. Of the changes to the single-pair model evaluated here, this one moves the optimum most.

\paragraph{Quantum occupations.} Let $y_s=\hbar\omega_s/k_BT$ and $N_s=1/(e^{y_s}-1)$. In the quantum Green--Kubo formula the equal-time product of fluxes is averaged over imaginary time. For the slow part this gives
\begin{equation}
\int_0^1N_1(N_2+1)e^{z(y_1-y_2)}dz=\frac{N_1-N_2}{y_2-y_1},
\end{equation}
where $N_1(N_2+1)(1-e^{y_1-y_2})=N_1-N_2$ has been used. The classical value, from $N_s\to1/y_s$, is $1/y_1y_2$. The ratio of quantum to classical conductivity is therefore
\begin{equation}
y_1y_2\frac{N_1-N_2}{y_2-y_1}=0.979
\end{equation}
for $y_1=0.480$ and $y_2=0.544$. The classical result is about 2\% too high. If the exponential decay is retained, this factor does not contain the linewidth and leaves the optimum in place.

\paragraph{Many modes.} For pairs with equal coupling, a fixed frequency prefactor and uniformly distributed spacings,
\begin{equation}
\int_{-\infty}^{\infty}\frac{\bar\Gamma}{\Delta^2+\bar\Gamma^2}\,d\Delta=\pi ,
\end{equation}
which is independent of $\bar\Gamma$. Broadening weakens the close pairs and strengthens the distant ones by the same total amount. In an idealized ladder of spacings from $-20$ to 20 THz in steps of 0.05 THz, doubling the width from 0.40 to 0.80 THz lowers the sum by 1.3\%. This drop comes from the cutoff: integrating over $|\Delta|<W$ gives $2\arctan(W/\bar\Gamma)$, and $\arctan 25/\arctan 50=0.987$. The ladder includes a rung at $\Delta=0$, which stands for an exactly degenerate partner, since a mode does not pair with itself; without that rung the sum rises by 0.8\%. The partners of a mode near 3.2 THz cannot lie more than 3.2 THz below it, and cutting the range there gives $(\arctan 25+\arctan 4)/(\arctan 50+\arctan 8)=0.953$, a drop of 4.7\%. The same change lowers the conductivity of the single pair by 20\%.

\paragraph{Relation to a real glass.} The frequencies and temperature lie in the rough regime of low-frequency vibrations of vitreous silica at room temperature. The coupling and linewidths are chosen round values, not measured or calculated properties of silica. That glass conducts about 1.4 W/(m K), about a thousand times the contribution of this one pair, and a cubic nanometre of it holds roughly two hundred modes. The assumption it breaks most plainly is that of an isolated pair. In the idealized ladder, a 20\% response to doubling the width shrinks to between about 1\% and 5\%, depending on where the ladder is cut. The ladder has about eight hundred rungs and is denser than the spectrum of such a cell. A real spectrum is also bounded and its couplings are unequal, so its response need not be that small. The condition $\bar\Gamma=\Delta$ thus identifies the width at which a given Lorentzian pair contributes most; it is not a rule for maximizing the conductivity of a glass.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (frequencies and widths are angular values / 2 pi)
mode frequencies: 3.0 and 3.4 THz
frequency spacing: 0.40 THz
spacing, angular: 2.5133 rad/ps
velocity coupling: 500 m/s
cell volume: 1.0 nm^3
temperature: 300 K
linewidth shares g1/G, g2/G: 0.75, 1.25
CONDUCTIVITY AGAINST MEAN FULL LINEWIDTH
G = 0.10 THz, G/D = 0.25: kappa = 0.6488 mW/(m K), kappa/max = 0.4706
G = 0.20 THz, G/D = 0.50: kappa = 1.1030 mW/(m K), kappa/max = 0.8000
G = 0.40 THz, G/D = 1.00: kappa = 1.3788 mW/(m K), kappa/max = 1.0000
G = 0.80 THz, G/D = 2.00: kappa = 1.1031 mW/(m K), kappa/max = 0.8000
G = 1.60 THz, G/D = 4.00: kappa = 0.6490 mW/(m K), kappa/max = 0.4707
MAXIMUM
frequency prefactor wm^2/(w1 w2): 1.00392
optimal G/D, from dynamics: 1.00003
optimal mean full linewidth: 0.4000 THz
individual widths there: 0.300 and 0.500 THz
energy lifetime 1/G there: 0.3979 ps
maximum kappa, from dynamics: 1.3788 mW/(m K)
maximum kappa, slow-term formula: 1.3787 mW/(m K)
half-maximum G/D: 0.2680 and 3.7329
TESTS
chain flux error / largest flux: 1.8e-09
largest relative error of flux integral: 2.0e-14
spectral FWHM / linewidth parameter: 1.0011
NEGLECTED EFFECTS
fast term / slow term at G = D: 3.0e-05
damping ratio G/wm at G = D: 0.1250
optimal G/D, momentum friction, unequal widths: 1.0140
optimal G/D, momentum friction, equal widths: 0.9981
same, unequal widths, mean frequency x10: 1.0015
hbar w/(kB T) of the modes: 0.480 and 0.544
quantum / classical kappa at fixed widths: 0.9785
optimal G/D for equal Gaussian lines: 1.6651
kappa(G=2D)/kappa(G=D), one pair: 0.8000
same doubling of width, dense ladder: 0.9871
\end{verbatim}
